# Stress-Relaxation Time of a Viscous Oxide from Viscosity and Shear Modulus

## Problem

An oxide growing on a solid can become strained when the new material needs more room than the solid it replaces. If the rates of oxidation depend on stress, one must know whether that stress survives a process step or flows away during it.

Take an isotropic oxide with viscosity $\eta=10^{14}$ Pa s, shear modulus $G=31$ GPa and Poisson's ratio $\nu=0.2$. These are round model parameters, held constant in time.

(a) The oxide is sheared quickly and then held at fixed shear strain. Estimate how long the stress lasts.

(b) How does the answer change for a thin film held by a rigid substrate?

(c) What happens if growth keeps supplying strain?

(d) What happens if the viscosity falls at high stress?

SI units are the natural ones here. "Relaxation time" means the time for the stress to fall to $1/e$ of its initial value.

## Solution

### (a) Fixed shear strain

A viscous oxide responds elastically to a fast change of strain and flows under a lasting stress. The simplest description with both properties is the Maxwell model, in which the same shear stress $s$ acts on an elastic and a viscous element and their strains add:

$$\gamma=\gamma_{\rm e}+\gamma_{\rm v},\qquad s=G\gamma_{\rm e},\qquad s=\eta\,\frac{d\gamma_{\rm v}}{dt}.$$

Here $\gamma$ is the engineering shear strain, twice the tensor component $\varepsilon_{xy}$. Differentiating the sum and inserting the two material laws gives

$$\frac{d\gamma}{dt}=\frac{1}{G}\frac{ds}{dt}+\frac{s}{\eta}.\tag{1}$$

At fixed total strain the left side is zero, so

$$\frac{ds}{dt}=-\frac{G}{\eta}\,s,\qquad s(t)=s_0\,e^{-t/\tau},\qquad \tau=\frac{\eta}{G}.\tag{2}$$

The total strain does not change during this decay. Elastic strain is converted into viscous strain, and the stress falls because it is proportional to the elastic part. A stiffer oxide relaxes sooner at given $\eta$, since the same stress then corresponds to less elastic strain to be converted.

The units agree, because Pa s divided by Pa is s. Units alone could not have fixed the numerical factor; equation (2) shows that it is 1 for pure shear. The numbers give

$$\tau=\frac{10^{14}\ \text{Pa s}}{31\times10^{9}\ \text{Pa}}\approx3.2\times10^{3}\ \text{s}\approx0.90\ \text{h},$$

which is roughly one hour.

After 10 min, 83 % of the stress is left; after 1 h, 33 %; after 4 h, 1.2 %. The time to reach 1 % follows from $e^{-t/\tau}=1/100$, so $t=\tau\ln100\approx4.1$ h. A step much shorter than $\tau$ therefore leaves the oxide nearly elastic, while a hold of several $\tau$ removes most of the shear stress.

Since $\tau$ is proportional to $\eta$, a viscosity ten times lower gives 0.09 h and one ten times higher gives 9 h. The estimate is no better than the viscosity put into it, which must be the value at the process temperature.

### (b) A film on a rigid substrate

Let the film lie in the $xy$ plane, with equal in-plane stresses $\sigma_{xx}=\sigma_{yy}=\sigma$. Its upper surface is free, so $\sigma_{zz}=0$. This state mixes shear with a change of volume, and the two must be separated. The mean stress $p$ (positive in tension) and the in-plane deviatoric stress are

$$p=\frac{\sigma+\sigma+0}{3}=\frac{2\sigma}{3},\qquad s_{xx}=\sigma-p=\frac{\sigma}{3}.$$

Assume that viscous flow conserves volume and that volume changes are purely elastic, with bulk modulus $K$. The volume strain is then $p/K$, and each normal strain receives one third of it. The deviatoric strain $e_{xx}$ obeys the tensor form of (1). Because engineering shear strain is twice the tensor strain, the coefficients become $2G$ and $2\eta$:

$$\frac{de_{xx}}{dt}=\frac{1}{2G}\frac{ds_{xx}}{dt}+\frac{s_{xx}}{2\eta}.$$

The rigid substrate fixes the total in-plane strain $\varepsilon_{xx}=e_{xx}+p/(3K)$. Setting its rate to zero and inserting $s_{xx}$ and $p$ gives

$$\left(\frac{1}{6G}+\frac{2}{9K}\right)\frac{d\sigma}{dt}+\frac{\sigma}{6\eta}=0.\tag{3}$$

The decay is again exponential. Multiplying (3) by $6\eta$ shows that its time constant is

$$\tau_{\rm film}=\frac{\eta}{G}\left(1+\frac{4G}{3K}\right).$$

For an isotropic solid $K=2G(1+\nu)/[3(1-2\nu)]$, hence $4G/(3K)=2(1-2\nu)/(1+\nu)$ and

$$\tau_{\rm film}=\frac{(1+\nu)+2(1-2\nu)}{1+\nu}\,\frac{\eta}{G}=\frac{3(1-\nu)}{1+\nu}\,\frac{\eta}{G}.\tag{4}$$

With $\nu=0.2$ the factor is $3\times0.8/1.2=2.0$, so $\tau_{\rm film}\approx6.5\times10^{3}$ s, or 1.8 h.

The reason for the slower decay can be read from (3). The bracket is the elastic in-plane strain per unit stress, $1/M$, where $M=2G(1+\nu)/(1-\nu)=93$ GPa is the biaxial modulus. The viscous in-plane strain rate is $\sigma/(6\eta)$. Flow must replace an elastic strain $\sigma/M$ at that rate, which takes a time $6\eta/M=\tau_{\rm film}$. Part of the elastic strain is a volume change, which adds to what must be replaced but does not itself drive flow. As $\nu\to1/2$ the oxide becomes incompressible, this part vanishes, and $\tau_{\rm film}\to\eta/G$. At $\nu=0$ the factor is 3.

After 1 h the film still carries 57 % of its initial stress, against 33 % in pure shear. The simple ratio $\eta/G$ thus gives the right order of magnitude for the film but is too short by a factor of two for these parameters.

Two other constraints show how much the geometry matters. For a bar of fixed length with free sides, $p=\sigma/3$ and $s_{xx}=2\sigma/3$. The same condition of fixed strain reads

$$\left(\frac{1}{3G}+\frac{1}{9K}\right)\frac{d\sigma}{dt}+\frac{\sigma}{3\eta}=0.$$

The bracket is

$$\frac{1}{3G}+\frac{1-2\nu}{6G(1+\nu)}=\frac{2(1+\nu)+1-2\nu}{6G(1+\nu)}=\frac{1}{2G(1+\nu)}=\frac1E,$$

with $E$ Young's modulus, so the time is $3\eta/E\approx1.1$ h.

If instead all three normal strains are fixed and equal, the deviatoric stress is zero. There is then no viscous flow, the volume strain $p/K$ stays constant, and the stress does not relax at all in this model. A uniformly strained oxide that fills a rigid enclosure has all its normal strains fixed. If they are unequal, the deviatoric part of the stress relaxes and the mean stress remains.

### (c) Strain supplied during growth

Represent continuing growth by a constant shear rate $r=d\gamma/dt$, starting from zero stress. Multiplying (1) by $G$ gives

$$\frac{ds}{dt}+\frac{s}{\tau}=Gr.$$

With the integrating factor $e^{t/\tau}$ the left side becomes a total derivative:

$$\frac{d}{dt}\left(s\,e^{t/\tau}\right)=Gr\,e^{t/\tau}.$$

Integrating from 0 to $t$ with $s(0)=0$, and using $G\tau=\eta$,

$$s(t)=\eta r\left(1-e^{-t/\tau}\right).\tag{5}$$

For $t\ll\tau$ this is $s\approx Grt$, the elastic result. For $t\gg\tau$ the stress tends to $\eta r$, at which flow removes elastic strain as fast as growth supplies it. With $r=10^{-6}$ s$^{-1}$ the limit is 100 MPa, and after 1 h the stress has reached 67 MPa. A process longer than $\tau$ therefore does not guarantee a stress-free oxide. The time $\tau$ says how soon the stress forgets its earlier history; the level at which it settles in shear is $\eta r$. If the total in-plane strain of a film is increased at an equal rate $q$ on both axes, $q$ replaces the zero on the right of (3), and the stress settles at $6\eta q$, in tension. If instead the substrate is rigid and the oxide itself tends to expand in the plane at rate $q$, the elastic and viscous strains together must offset this expansion. The right side of (3) is then $-q$, and the stress settles at $-6\eta q$, in compression. These levels hold only while the viscosity stays constant, that is, while the stress stays well below the scale $s_c$ of part (d). Both film results also assume that all the oxide is strained alike. They do not describe new layers that form already strained and then relax for different times.

### (d) Viscosity that falls with stress

At high stress the viscosity may drop below its low-stress value $\eta_0$. The Eyring form describes this with one stress scale $s_c$:

$$\eta(s)=\eta_0\,\frac{x}{\sinh x},\qquad x=\frac{s}{s_c}.$$

At small $x$ it returns $\eta_0$. At fixed shear strain, $ds/dt=-Gs/\eta(s)$. Substituting $s=s_cx$ cancels the factor $x$:

$$\frac{dx}{dt}=-\frac{\sinh x}{\tau},\qquad \tau=\frac{\eta_0}{G}.$$

To integrate, note that

$$\frac{d}{dx}\ln\tanh\frac x2=\frac{1}{2\sinh(x/2)\cosh(x/2)}=\frac{1}{\sinh x}.$$

Separating the variables then gives

$$\tanh\frac{x}{2}=\tanh\frac{x_0}{2}\;e^{-t/\tau}.\tag{6}$$

Setting $x=x_0/e$ yields the relaxation time

$$t_{1/e}=\tau\,\ln\frac{\tanh(x_0/2)}{\tanh[x_0/(2e)]}.\tag{7}$$

For $x_0\to0$ each hyperbolic tangent equals its argument, the ratio is $e$, and $t_{1/e}=\tau$, as in part (a).

Take $\eta_0=10^{14}$ Pa s, $s_c=100$ MPa and an initial shear stress of 300 MPa, so $x_0=3$. The initial viscosity is $3.0\times10^{13}$ Pa s, and the initial value of $\eta(s)/G$ is about 970 s. As the stress falls the viscosity recovers, so the actual $1/e$ time is longer than this: equation (7) gives $1.9\times10^{3}$ s, or 0.53 h. Late in the decay the time constant returns to $\eta_0/G$. The ratio $\eta_0/G$ thus describes the slow tail, while the first and largest drop in stress is faster. The same viscosity lowers the steady level of part (c). Setting $ds/dt=0$ in (1) gives $r=(s_c/\eta_0)\sinh x$, so $s=s_c\,\mathrm{arsinh}(\eta_0 r/s_c)$, which is 88 MPa instead of 100 MPa for $r=10^{-6}$ s$^{-1}$.

### Cases compared

| Case | Relaxation time | Value (h) |
|---|---|---|
| Pure shear | $\eta/G$ | 0.90 |
| Bar of fixed length | $3\eta/E$ | 1.1 |
| Film on rigid substrate | $6\eta/M$ | 1.8 |
| Shear, Eyring viscosity, $x_0=3$ | equation (7) | 0.53 |
| Equal fixed strain on all axes | none | no decay |

The three finite times at constant viscosity were tested by integrating the viscous strain tensor and solving for elastic equilibrium at each instant, without assuming a decay time. The Eyring time was tested by direct integration of its rate equation. The values appear in the numerical output.

All the finite times in the table lie between half an hour and two hours, so "roughly one hour" is a fair estimate for these parameters. It rests on constant temperature, small strains, a single relaxation time and an initial stress no larger than a few $s_c$: equation (7) gives 0.28 h at $x_0=5$ and only about 160 s at $x_0=10$. If the temperature changes during the step, $\eta$ changes with it, and for pure shear (1) must be integrated with $\eta(t)$. For a film, (3) then also needs the strain rate that comes from the difference in thermal expansion between film and substrate. An oxide with a spread of relaxation times would not follow a single exponential, and $\eta/G$ would then give only a characteristic scale.

## Computed values

```
viscosity: 1.0e+14 Pa s
shear modulus: 31.0 GPa
Poisson's ratio: 0.20 (no unit)
shear relaxation time eta/G: 3225.8 s
shear relaxation time: 53.76 min
shear relaxation time: 0.896 h
shear time from integration: 3225.8 s
time for shear stress to reach 1 %: 4.13 h
after 10 min, stress left in shear: 83.0 %
after 10 min, stress left in film: 91.1 %
after 60 min, stress left in shear: 32.8 %
after 60 min, stress left in film: 57.2 %
after 240 min, stress left in shear: 1.2 %
after 240 min, stress left in film: 10.7 %
shear time for viscosity 1e+13 Pa s: 0.090 h
shear time for viscosity 1e+15 Pa s: 8.961 h
Young's modulus: 74.4 GPa
bulk modulus: 41.33 GPa
biaxial modulus: 93.0 GPa
film factor relative to eta/G: 2.000 (no unit)
film relaxation time: 6451.6 s
film relaxation time: 1.79 h
film time from integration: 6451.6 s
bar factor relative to eta/G: 1.250 (no unit)
bar relaxation time: 1.12 h
hydrostatic stress left after 15000 s: 100.0 %
imposed shear rate: 1.0e-06 1/s
limiting stress under this rate: 100.0 MPa
stress after 1 h of this loading: 67.2 MPa
Eyring stress scale: 100 MPa
Eyring initial shear stress: 300 MPa
Eyring initial viscosity: 2.995e+13 Pa s
Eyring initial local time: 966.0 s
Eyring 1/e time, formula: 1902.4 s
Eyring 1/e time, integration: 1902.4 s
Eyring 1/e time: 0.528 h
Eyring late decay time, integration: 3225.3 s
```
